# Lattice-constant derivative for a chain with one augmented projector per cell: verification in Python

```python
"""Slope dE/dL of a one-dimensional chain with one augmented projector per cell.

Result under test (two electrons per cell in the lowest band):
    dE/dL = 2 < c^T (dH/dL - eps dS/dL) c >,  H c = eps S c,  c^T S c = 1
L: lattice constant; H = kinetic + local + D |p><p|; S = 1 + q |p><p|
v(x) = -V0 exp(-x^2/2a^2): potential of one atom
p(x) = (pi s^2)^(-1/4) exp(-x^2/2s^2): projector of one atom
kappa: k as a fraction of 2 pi/L; plane waves have integers -M..M.
The check uses total energies from a separate real-space calculation.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

V0, A_WIDTH, S_WIDTH = 1.0, 1.0, 0.5
D_STRENGTH, Q_AUG = -0.4, 0.4
L0, M0, NK, STEP = 4.0, 12, 8, 0.02


def k_fractions(nk):
    return (np.arange(nk) + 0.5) / nk - 0.5


def plane_wave_parts(L, kappa, M):
    """Kinetic, local and projector matrices, and their L derivatives."""
    m = np.arange(-M, M + 1)
    g = 2 * np.pi * (m + kappa) / L
    G = 2 * np.pi * (m[:, None] - m[None, :]) / L
    T = np.diag(g**2 / 2)
    dT = np.diag(-g**2 / L)
    V = -V0 * A_WIDTH * np.sqrt(2 * np.pi) * np.exp(-(A_WIDTH * G)**2 / 2) / L
    dV = -(1 - (A_WIDTH * G)**2) * V / L
    b = (4 * np.pi * S_WIDTH**2)**0.25 * np.exp(-(S_WIDTH * g)**2 / 2)
    b = b / np.sqrt(L)
    db = -(0.5 - (S_WIDTH * g)**2) * b / L
    B = np.outer(b, b)
    dB = np.outer(db, b) + np.outer(b, db)
    return (T, V, B), (dT, dV, dB)


def solve_plane_waves(L, kappa, M):
    (T, V, B), derivs = plane_wave_parts(L, kappa, M)
    H = T + V + D_STRENGTH * B
    S = np.eye(len(T)) + Q_AUG * B
    eps, C = eigh(H, S)
    return eps, C[:, 0], B, derivs


def energy_plane_waves(L, M, nk=NK):
    return 2 * np.mean([solve_plane_waves(L, k, M)[0][0]
                        for k in k_fractions(nk)])


def slope_parts(L, M, nk=NK):
    """Kinetic, local, nonlocal and overlap contributions to dE/dL."""
    rows = []
    for kappa in k_fractions(nk):
        eps, c, B, (dT, dV, dB) = solve_plane_waves(L, kappa, M)
        proj = c @ dB @ c
        rows.append([c @ dT @ c, c @ dV @ c, D_STRENGTH * proj,
                     -eps[0] * Q_AUG * proj])
    return 2 * np.mean(rows, axis=0)


def energy_real_space(L, n_grid=100, nk=NK):
    """Total energy on a grid, with atoms summed explicitly."""
    h = L / n_grid
    x = np.arange(n_grid) * h
    cells = np.arange(-8, 9)
    shifted = x[:, None] + cells[None, :] * L
    v = -V0 * np.exp(-shifted**2 / (2 * A_WIDTH**2)).sum(axis=1)
    p = (np.pi * S_WIDTH**2)**-0.25 * np.exp(-shifted**2 / (2 * S_WIDTH**2))
    stencil = {0: -205 / 72, 1: 8 / 5, 2: -1 / 5, 3: 8 / 315, 4: -1 / 560}
    j = np.arange(n_grid)
    total = 0.0
    for kappa in k_fractions(nk):
        H = np.diag(v).astype(complex)
        for d in range(-4, 5):
            phase = np.exp(2j * np.pi * kappa * ((j + d) // n_grid))
            H[j, (j + d) % n_grid] += -0.5 * stencil[abs(d)] / h**2 * phase
        f = p @ np.exp(2j * np.pi * kappa * cells)
        P = h * np.outer(f.conj(), f)
        S = np.eye(n_grid) + Q_AUG * P
        total += eigh(H + D_STRENGTH * P, S, eigvals_only=True)[0]
    return 2 * total / nk


def four_point_slope(energy, L, h):
    return (8 * (energy(L + h) - energy(L - h))
            - (energy(L + 2 * h) - energy(L - 2 * h))) / (12 * h)


# Each matrix derivative against differences of the matrices themselves
d = 1e-4
upper = plane_wave_parts(L0 + d, 0.19, M0)[0]
lower = plane_wave_parts(L0 - d, 0.19, M0)[0]
for up, low, deriv in zip(upper, lower, plane_wave_parts(L0, 0.19, M0)[1]):
    assert np.allclose((up - low) / (2 * d), deriv, atol=1e-5)

# Analytic slope against real-space total energies at neighbouring L
parts = slope_parts(L0, M0)
slope = parts.sum()
without_overlap = parts[:3].sum()
shifts = (-2, -1, 1, 2)
E_near = {n: energy_real_space(L0 + n * STEP) for n in shifts}
two_point = (E_near[1] - E_near[-1]) / (2 * STEP)
four_point = (8 * (E_near[1] - E_near[-1])
              - (E_near[2] - E_near[-2])) / (12 * STEP)
E_pw, E_rs = energy_plane_waves(L0, M0), energy_real_space(L0)
assert abs(E_pw - E_rs) < 1e-6
assert abs(slope - four_point) < 1e-6
assert abs(without_overlap - four_point) > 1e-3

# Convergence in plane waves and k points
assert abs(E_pw - energy_plane_waves(L0, M0 + 6)) < 1e-9
slope_16k = slope_parts(L0, M0, 16).sum()
assert abs(slope - slope_16k) < 1e-4

# The lowest band is separated from the next one
bands = np.array([solve_plane_waves(L0, k, M0)[0][:2]
                  for k in np.linspace(0, 0.5, 21)])
gap = bands[:, 1].min() - bands[:, 0].max()
assert gap > 0.01

# Distant atoms: zero slope, but a false 1/L tension without the overlap term
far = {L: slope_parts(L, int(3 * L)) for L in (12.0, 16.0)}
false_times_L = {L: L * far[L][:3].sum() for L in far}
for L in far:
    assert abs(far[L].sum()) < 1e-6
    assert abs(far[L][:3].sum()) > 1e-3
assert abs(false_times_L[12.0] / false_times_L[16.0] - 1) < 1e-4

# Poor basis: exact slope at fixed M, yet not the converged slope
poor_slope = slope_parts(L0, 1).sum()
poor_difference = four_point_slope(lambda L: energy_plane_waves(L, 1), L0, STEP)
assert abs(poor_slope - poor_difference) < 1e-6
assert abs(poor_slope - slope) > 1e-4

aug_share = np.mean([Q_AUG * (c @ B @ c) for _, c, B, _ in
                     (solve_plane_waves(L0, k, M0) for k in k_fractions(NK))])
to_nN = physical_constants["atomic unit of force"][0] * 1e9

print(f"lattice constant L = {L0:.2f} bohr")
print(f"potential depth V0 = {V0:.2f} hartree, width a = {A_WIDTH:.2f} bohr")
print(f"projector width s = {S_WIDTH:.2f} bohr")
print(f"nonlocal strength D = {D_STRENGTH:.2f} hartree")
print(f"augmentation charge q = {Q_AUG:.2f} (dimensionless)")
print(f"k points = {NK}, plane waves per k point = {2 * M0 + 1}")
print(f"total energy per cell, plane waves = {E_pw:.8f} hartree")
print(f"total energy per cell, real space  = {E_rs:.8f} hartree")
print(f"mean band energy = {E_pw / 2:.6f} hartree")
print(f"lowest band: bottom {bands[:, 0].min():.5f}, "
      f"top {bands[:, 0].max():.5f} hartree")
print(f"gap to next band = {gap:.5f} hartree")
print(f"augmentation share of the norm = {aug_share:.5f} (dimensionless)")
print("contributions to dE/dL at L = 4 bohr:")
for name, value in zip(("kinetic", "local", "nonlocal", "overlap"), parts):
    print(f"  {name:8s} = {value:.7f} hartree/bohr")
print(f"analytic dE/dL = {slope:.7f} hartree/bohr")
print(f"analytic dE/dL = {slope * to_nN:.4f} nN")
print(f"slope without overlap term = {without_overlap:.7f} hartree/bohr")
print("real-space total energies at neighbouring lattice constants:")
for n in shifts:
    print(f"  E({L0 + n * STEP:.2f} bohr) = {E_near[n]:.9f} hartree")
print(f"two-point difference slope  = {two_point:.7f} hartree/bohr")
print(f"four-point difference slope = {four_point:.7f} hartree/bohr")
print(f"analytic minus four-point = {slope - four_point:.1e} hartree/bohr")
print(f"analytic dE/dL with 16 k points = {slope_16k:.7f} hartree/bohr")
for L in far:
    print(f"distant atoms, L = {L:.0f} bohr:")
    print(f"  full slope = {far[L].sum():.1e} hartree/bohr")
    print(f"  without overlap term = {far[L][:3].sum():.7f} hartree/bohr")
    print(f"  L times that false slope = {false_times_L[L]:.6f} hartree")
print("poor basis, 3 plane waves per k point, L = 4 bohr:")
print(f"  analytic slope = {poor_slope:.7f} hartree/bohr")
print(f"  difference slope, same 3 waves = {poor_difference:.7f} hartree/bohr")
print("PASS")
```

Output:

```
lattice constant L = 4.00 bohr
potential depth V0 = 1.00 hartree, width a = 1.00 bohr
projector width s = 0.50 bohr
nonlocal strength D = -0.40 hartree
augmentation charge q = 0.40 (dimensionless)
k points = 8, plane waves per k point = 25
total energy per cell, plane waves = -1.38884386 hartree
total energy per cell, real space  = -1.38884386 hartree
mean band energy = -0.694422 hartree
lowest band: bottom -0.74466, top -0.63423 hartree
gap to next band = 0.48466 hartree
augmentation share of the norm = 0.22411 (dimensionless)
contributions to dE/dL at L = 4 bohr:
  kinetic  = -0.1360333 hartree/bohr
  local    = 0.1532930 hartree/bohr
  nonlocal = 0.0735170 hartree/bohr
  overlap  = -0.0511244 hartree/bohr
analytic dE/dL = 0.0396523 hartree/bohr
analytic dE/dL = 3.2668 nN
slope without overlap term = 0.0907766 hartree/bohr
real-space total energies at neighbouring lattice constants:
  E(3.96 bohr) = -1.390489630 hartree
  E(3.98 bohr) = -1.389651672 hartree
  E(4.02 bohr) = -1.388065279 hartree
  E(4.04 bohr) = -1.387315036 hartree
two-point difference slope  = 0.0396598 hartree/bohr
four-point difference slope = 0.0396523 hartree/bohr
analytic minus four-point = -2.8e-10 hartree/bohr
analytic dE/dL with 16 k points = 0.0396491 hartree/bohr
distant atoms, L = 12 bohr:
  full slope = 1.2e-10 hartree/bohr
  without overlap term = 0.0168123 hartree/bohr
  L times that false slope = 0.201748 hartree
distant atoms, L = 16 bohr:
  full slope = -5.5e-15 hartree/bohr
  without overlap term = 0.0126093 hartree/bohr
  L times that false slope = 0.201748 hartree
poor basis, 3 plane waves per k point, L = 4 bohr:
  analytic slope = 0.0485334 hartree/bohr
  difference slope, same 3 waves = 0.0485334 hartree/bohr
PASS
```
